# The Marcus Electron-Transfer Rate from the Distribution of Energy Gaps, part 1

(Sections cited here and not found follow in the second part.)

## I. From a fixed energy gap to one vibrating mode

### The situation

An electron sits on a donor molecule in a polar liquid, with an acceptor nearby. The solvent molecules are oriented to suit the charge on the donor. If the electron jumped at once, with every nucleus held in place, the energy would usually change by several tenths of an electronvolt. The weak electronic coupling cannot supply that energy. The nuclei move, however, and now and then a thermal fluctuation makes the two electronic states equal in energy. How often does this happen, and how fast does the electron then cross?

Call the states D (electron on the donor) and A (electron on the acceptor). Their nuclear Hamiltonians \(H_D\) and \(H_A\) have the same kinetic energy, so their difference

\[
x=H_A-H_D
\]

depends on the nuclear coordinates alone. It is the vertical energy gap: the energy of A minus that of D at fixed nuclei. The electronic coupling \(V\) is real and independent of the nuclear coordinates. Energies are in eV, times in fs and rates in 1/s; \(k\) denotes a rate and \(kT\) the thermal energy.

### The simplest case: a gap that does not move

Fix the nuclei, so that \(x\) is a number, and put the energy of D at zero. The amplitude \(c_A\) of the acceptor obeys

\[
i\hbar\,\dot c_A=x\,c_A+V c_D,\qquad c_A(0)=0,\quad c_D(0)=1 .
\]

As long as little population has left D, we may set \(c_D=1\). Then

\[
c_A(t)=-\frac{iV}{\hbar}\int_0^t e^{-ix(t-t_1)/\hbar}dt_1
=-\frac{V}{x}\left(1-e^{-ixt/\hbar}\right).
\]

Since \(|1-e^{-i\theta}|^2=2-2\cos\theta=4\sin^2(\theta/2)\),

\[
|c_A(t)|^2=\frac{4V^2}{x^2}\sin^2\frac{xt}{2\hbar}.
\]

This is not a rate process. For \(V=0.0005\) eV and \(x=0.3\) eV the population oscillates and never exceeds \(4V^2/x^2\approx1.1\times10^{-5}\).

Now take many donor–acceptor pairs, each with its own fixed gap, distributed with a smooth probability density \(P_D(x)\) of width \(\sigma\). As a function of \(x\), the population has a peak at \(x=0\) whose width is of order \(\hbar/t\). Once \(t\gg\hbar/\sigma\), the density hardly varies across the peak and can be replaced by \(P_D(0)\). With \(u=xt/2\hbar\), so that \(dx=(2\hbar/t)\,du\),

\[
\int P_D(x)\frac{4V^2}{x^2}\sin^2\frac{xt}{2\hbar}\,dx
\simeq P_D(0)\,\frac{2V^2t}{\hbar}\int_{-\infty}^{\infty}\frac{\sin^2u}{u^2}du .
\]

Integration by parts turns the last integral into \(\int(\sin 2u/u)\,du=\pi\). The population therefore grows linearly, with the rate

\[
k=\frac{2\pi}{\hbar}V^2P_D(0).
\]

The linear growth comes from a peak whose height grows as \(t^2\) while its width shrinks as \(1/t\). At the centre of the peak \(|c_A|^2=(Vt/\hbar)^2\), so the argument also needs \(t\ll\hbar/V\). The parameters used below have \(\sigma=0.2034\) eV and \(\hbar/\sigma=3.24\) fs, hence \(\hbar/V=3.24\times0.2034/0.0005\approx1300\) fs. There is ample room between the two times.

With nuclei fixed for ever, the pairs near \(x=0\) would oscillate between D and A. After a time of order \(\hbar/V\) the total population would stop growing and swing about a small constant value. In a liquid the gaps keep changing and the supply is renewed. The nuclei must therefore be allowed to move.

### Moving nuclei: the golden rule

Let \(|i\rangle\) be the vibrational eigenstates of \(H_D\), with energies \(E_i\) and thermal weights \(p_i\). To first order in \(V\), the system evolves under \(H_D\) until a time \(t_1\), jumps, and then evolves under \(H_A\):

\[
|\psi_A(t)\rangle=-\frac{iV}{\hbar}\int_0^t dt_1\,
e^{-iH_A(t-t_1)/\hbar}e^{-iH_Dt_1/\hbar}|i\rangle .
\]

The squared norm contains two jump times, \(t_1\) from the ket and \(t_2\) from the bra. The two factors with \(H_A\) combine to \(e^{-iH_A(t_2-t_1)/\hbar}\), and the factors with \(H_D\) act on an eigenstate and give \(e^{iE_i(t_2-t_1)/\hbar}\). After the thermal average the acceptor population is

\[
Q(t)=\frac{V^2}{\hbar^2}\int_0^t\!\!\int_0^t C(t_2-t_1)\,dt_1dt_2,
\qquad
C(s)=\left\langle e^{iH_Ds/\hbar}e^{-iH_As/\hbar}\right\rangle_D .
\]

The pairs of times with a given difference \(s\) form a strip of length \(t-|s|\). Hence

\[
Q(t)=\frac{V^2}{\hbar^2}\int_{-t}^{t}(t-|s|)\,C(s)\,ds,
\qquad
\frac{dQ}{dt}=\frac{V^2}{\hbar^2}\int_{-t}^{t}C(s)\,ds .
\]

The limits of integration add nothing to the derivative, because \(t-|s|\) vanishes there. If \(C\) dies out, the slope becomes constant and is the rate:

\[
k=\frac{V^2}{\hbar^2}\int_{-\infty}^{\infty}C(s)\,ds .
\]

Inserting the eigenstates \(|f\rangle\) of \(H_A\) gives \(C(s)=\sum_{i,f}p_i|\langle i|f\rangle|^2e^{-i(E_f-E_i)s/\hbar}\). Because \(\int e^{-i\epsilon s/\hbar}ds=2\pi\hbar\,\delta(\epsilon)\),

\[
k=\frac{2\pi}{\hbar}V^2\sum_{i,f}p_i|\langle i|f\rangle|^2\,\delta(E_f-E_i).
\]

This is the golden rule, averaged over initial and summed over final vibrational states. The delta function makes sense when the energy differences \(E_f-E_i\), weighted by \(p_i|\langle i|f\rangle|^2\), form a smooth distribution without sharp lines. \(C(s)\) is the Fourier transform of that distribution and then decays. A continuum of final states alone is not enough, since the overlaps may still put weight into a sharp line.

As a limit, let \(H_A=H_D+x_0\) with a constant \(x_0\). Then \(C(s)=e^{-ix_0s/\hbar}\) does not decay, and the oscillating population of a fixed gap returns. A rate needs nuclei that respond to the charge.

### Slow, classical nuclei

Let \(W(s)=e^{iH_Ds/\hbar}e^{-iH_As/\hbar}\), so that \(C=\langle W\rangle_D\). Differentiation gives

\[
\frac{dW}{ds}=\frac{i}{\hbar}e^{iH_Ds/\hbar}(H_D-H_A)e^{-iH_As/\hbar}
=-\frac{i}{\hbar}\,x(s)\,W(s),
\]

where \(x(s)=e^{iH_Ds/\hbar}\,x\,e^{-iH_Ds/\hbar}\) is the gap carried along by the motion on the donor surface. If the nuclei hardly move while \(C\) decays, \(x(s)\) may be replaced by \(x\), and \(W=e^{-ixs/\hbar}\). If in addition the coordinates follow the classical Boltzmann distribution, then

\[
C(s)=\int P_D(x)\,e^{-ixs/\hbar}dx,
\qquad
k=\frac{2\pi}{\hbar}V^2P_D(0).
\]

The result for fixed gaps is recovered, now with \(P_D\) as the equilibrium distribution of a moving gap.

Two conditions have entered. The function \(C\) decays in about \(\hbar/\sigma\), because gaps spread over \(\sigma\) get out of phase in that time. For nuclear motion of angular frequency \(\omega\), the gap changes by about \(\sigma\omega\times\hbar/\sigma=\hbar\omega\) meanwhile, which must be small compared with \(\sigma\). Classical statistics needs \(\hbar\omega\ll kT\). These conditions suffice when \(x=0\) lies near the centre of the distribution. When it lies many \(\sigma\) from the mean, a small change in the width or shape of the distribution changes the density there strongly, and \(\hbar\omega\) must be smaller still.

### One classical mode

Let one coordinate \(q\) feel a spring constant \(\kappa\) in both states, with the minimum of A displaced by \(d\):

\[
U_D=\tfrac12\kappa q^2,\qquad U_A=\tfrac12\kappa(q-d)^2+\Delta G .
\]

Equal curvatures make the vibrational free energies equal, so \(\Delta G\) is the free energy of A minus that of D. The gap is

\[
x=U_A-U_D=\tfrac12\kappa d^2+\Delta G-\kappa d\,q .
\]

Define \(\lambda=\tfrac12\kappa d^2\), the energy needed to distort the donor state to the geometry preferred by the acceptor state. In D the coordinate is Gaussian, with \(\langle q\rangle=0\) and \(\langle q^2\rangle=kT/\kappa\). The gap is linear in \(q\), hence Gaussian too, with mean and variance

\[
m=\lambda+\Delta G,\qquad
\sigma^2=\kappa^2d^2\,\frac{kT}{\kappa}=\kappa d^2\,kT=2\lambda kT .
\]

The Gaussian density at zero gap is \((2\pi\sigma^2)^{-1/2}e^{-m^2/2\sigma^2}\). Therefore

\[
k=\frac{2\pi}{\hbar}V^2\,\frac{1}{\sqrt{4\pi\lambda kT}}
\exp\!\left[-\frac{(\lambda+\Delta G)^2}{4\lambda kT}\right].
\]

This is the Marcus rate, so far for one mode that is assumed to lose its phase through weak coupling to its surroundings.

### The same mode with quantum nuclei

For an oscillator of frequency \(\omega\), the fluctuating part of the gap is \(-g(a+a^\dagger)\), where \(a\) is the lowering operator. With mass \(M\) and \(\kappa=M\omega^2\),

\[
g^2=\kappa^2d^2\frac{\hbar}{2M\omega}=\tfrac12\kappa d^2\,\hbar\omega=\lambda\hbar\omega .
\]

In a thermal state \(\langle(a+a^\dagger)^2\rangle=2\bar n+1\), with \(\bar n=1/(e^{\hbar\omega/kT}-1)\). Hence

\[
\sigma_{\rm q}^2=\lambda\hbar\omega\coth\frac{\hbar\omega}{2kT}
\simeq2\lambda kT\left[1+\frac{(\hbar\omega)^2}{12(kT)^2}\right],
\]

where the second form uses \(\coth y\simeq1/y+y/3\). The classical variance is recovered for slow modes. As \(T\to0\) the quantum variance tends to \(\lambda\hbar\omega\), while the classical one vanishes; there the Marcus rate fails.

The levels of both states are equally spaced, so \(E_f-E_i=\Delta G+(f-i)\hbar\omega\). Choose \(\Delta G=-N\hbar\omega\) with integer \(N\). Then \(C(s)\) is periodic with period \(2\pi/\omega\), and integration over one period keeps the term without oscillation, of weight \(w_N=\sum_ip_i|\langle i|f{=}i{+}N\rangle|^2\). If \(C\) is negligible between its recurrences, the slope before the first recurrence is

\[
\frac{dQ}{dt}=\frac{V^2}{\hbar^2}\,\frac{2\pi}{\omega}\,w_N
=\frac{2\pi}{\hbar}V^2\,\frac{w_N}{\hbar\omega}.
\]

The discrete line thus acts as a density: its weight divided by the spacing.

For \(\lambda=0.8\) eV, \(\Delta G=-0.5\) eV and \(T=300\) K, the ratio of this rate to the Marcus rate is 1.034, 1.009 and 1.002 for \(\hbar\omega=0.020\), 0.010 and 0.005 eV. The excess falls by nearly four at each halving, as a correction quadratic in \(\hbar\omega\) should.

The full Schrödinger equation for the two electronic states and one mode with \(\hbar\omega=0.010\) eV checks the golden rule itself. The period is 413.6 fs. At 103.4, 206.8 and 310.2 fs the acceptor population is \(1.657\), \(3.300\) and \(4.943\), in units of \(10^{-4}\). The growth is linear, with slope

\[
\frac{(4.943-1.657)\times10^{-4}}{206.8\ {\rm fs}}=1.589\times10^{9}\ {\rm s^{-1}} .
\]

This is 0.1% below the golden-rule value for the same mode and 0.8% above the Marcus rate.

## II. Any Gaussian gap, and what the rate says

### Symbols and results carried over

D and A are the donor and acceptor electronic states, coupled by a constant \(V\). The vertical gap \(x=H_A-H_D\) is a function of the nuclear coordinates, and \(P_D(x)\) is its equilibrium density in D, with mean \(m\) and variance \(\sigma^2\). \(\Delta G\) is the free energy of A minus that of D. For weak coupling and slow, classical nuclei the first half gave

\[
k=\frac{2\pi}{\hbar}V^2P_D(0).
\]

For one harmonic mode displaced between the two states, with distortion energy \(\lambda\), it also gave \(m=\lambda+\Delta G\), \(\sigma^2=2\lambda kT\) and the Marcus rate. A liquid is not one spring. Its molecules turn, collide and change neighbours. The question is which part of the result survives when the coordinates are arbitrary and the gap alone is known to be Gaussian.

### An exact relation between the two gap distributions

Let \(R\) stand for all nuclear coordinates, \(U_D(R)\) for the donor potential energy and \(X(R)\) for the gap at \(R\). Classically,

\[
P_D(x)=\frac1{Z_D}\int dR\,e^{-U_D(R)/kT}\,\delta\big(x-X(R)\big),
\]

where \(Z_D\) is the configuration integral. The momenta contribute the same factor in both states and cancel. For A the potential energy is \(U_D+X\), so

\[
P_A(x)=\frac1{Z_A}\int dR\,e^{-U_D(R)/kT}e^{-X(R)/kT}\,\delta\big(x-X(R)\big).
\]

The delta function permits \(X(R)\) to be replaced by \(x\) in the second exponential, which then leaves the integral. With \(Z_A/Z_D=e^{-\Delta G/kT}\),

\[
P_A(x)=P_D(x)\,e^{-(x-\Delta G)/kT}.
\]

No Gaussian has been assumed. The sign is as expected: in A, configurations that make A low in energy, and \(x\) small, are favoured. The two densities are equal at \(x=\Delta G\). Since \(P_A\) is normalized,

\[
e^{-\Delta G/kT}=\int P_D(x)\,e^{-x/kT}dx .
\]

In the limit of a gap that does not fluctuate, \(P_D=\delta(x-m)\) and this gives \(\Delta G=m\). Any difference between the mean gap and the free energy therefore comes from fluctuations.

For weak coupling and slow, classical nuclei, the rate is set by the density of the gap at zero, and an exact relation now ties the gap densities in the two states together. It remains to find what that relation gives when the gap is Gaussian but the coordinates are arbitrary, why the gap should be Gaussian, and what the resulting rate says.

Numerical values quoted here were computed with a short program.
